**Hydroxyl loss from uniformly distributed dehydroxylation barriers**

For independent hydroxyl pairs with barriers uniform between \(E_{\min}\) and \(E_{\max}\), the lost fraction is \(F=1-[E_1(k_{\min}t)-E_1(k_{\max}t)]/L\). Here \(L=(E_{\max}-E_{\min})/k_BT\), \(E_1\) is the exponential integral, and \(k_{\max}\) and \(k_{\min}\) are the rate constants at the lowest and highest barriers. Between the cutoffs \(1/k_{\max}\) and \(1/k_{\min}\), the loss approaches \([\ln(k_{\max}t)+\gamma]/L\), with \(\gamma\) Euler's constant. The program asserts that the exact formula agrees with direct quadrature over barriers and with time integration of the rate equations. It also asserts the error bounds, the slope and its 5% window, the peak slope of narrow distributions, the moments of the sampled barrier, the changing slope of a rising density, and the time equivalence between two temperatures. For the model parameters at 700 K, the output shows a loss of 0.0926 of the initial hydroxyl per decade of time and a 5% slope window of 8.6 decades. It also shows the logarithmic law failing at both cutoffs, with an impossible loss above one at the late cutoff.

## Check in Python

```python
"""Hydroxyl loss from a uniform distribution of dehydroxylation barriers.

Result under test: fixed hydroxyl pairs react independently with rate
k(E) = nu*exp(-E/kT), E uniform between e_min and e_max. The lost fraction is
    F(t) = 1 - [E1(k_min*t) - E1(k_max*t)]/L,   L = (e_max - e_min)/kT,
and F ~ [ln(k_max*t) + gamma]/L for 1/k_max << t << 1/k_min.
E1 is the exponential integral, gamma is Euler's constant, k_max = k(e_min),
k_min = k(e_max). Energies are in eV, times in s, temperatures in K.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1

KB = k_joule / charge
GAMMA = np.euler_gamma
nu, e_min, e_max = 1.0e13, 1.5, 3.0
temp, temp_hot = 700.0, 750.0
oh_initial = 5.0
width = e_max - e_min
kt = KB * temp
L = width / kt
k_max, k_min = nu * np.exp(-e_min / kt), nu * np.exp(-e_max / kt)
times = np.array([60.0, 600.0, 6000.0, 60000.0])
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def loss_average(t, temperature=temp, low=e_min, high=e_max, density=None):
    """Lost fraction by direct quadrature over the barrier distribution."""
    energy = 0.5 * (low + high) + 0.5 * (high - low) * NODES
    g = 1.0 / (high - low) if density is None else density(energy)
    rate = nu * np.exp(-energy / (KB * temperature))
    return 0.5 * (high - low) * np.sum(WEIGHTS * g * -np.expm1(-rate * t))


def slope_numeric(t, **options):
    """dF/d(ln t) by central difference of the direct average."""
    h = 1.0e-3
    return (loss_average(t * np.exp(h), **options)
            - loss_average(t * np.exp(-h), **options)) / (2 * h)


def loss_formula(t):
    return 1.0 - (exp1(k_min * t) - exp1(k_max * t)) / L


def loss_log(t):
    return (np.log(k_max * t) + GAMMA) / L


# Rate equations of 60 barrier classes, integrated in s = ln t
x60, w60 = np.polynomial.legendre.leggauss(60)
class_rate = nu * np.exp(-(0.5 * (e_min + e_max) + 0.5 * width * x60) / kt)
solution = solve_ivp(
    lambda s, n: -class_rate * np.exp(s) * n,
    (np.log(1.0e-8), np.log(times[-1]) + 0.01), np.ones(60), method="Radau",
    jac=lambda s, n: np.diag(-class_rate * np.exp(s)),
    t_eval=np.log(times), max_step=0.05, rtol=1e-7, atol=1e-10)
assert solution.success
loss_ode = 0.5 * w60 @ (1.0 - solution.y)
assert np.allclose(loss_ode, loss_formula(times), atol=1e-5)

# Exact formula, error bounds and slope, from before to beyond the cutoffs
for t in np.geomspace(0.1 / k_max, 5.0 / k_min, 60):
    a, b = k_max * t, k_min * t
    direct = loss_average(t)
    assert abs(direct - loss_formula(t)) < 1e-10
    error = direct - loss_log(t)
    assert -b / L - 1e-11 < error < np.exp(-a) / (a * L) + 1e-11
    assert abs(L * slope_numeric(t) - (np.exp(-b) - np.exp(-a))) < 1e-5

# Sufficient window in which the slope is within 5 percent of 1/L
eps = 0.05
t_first = np.log(2 / eps) / k_max
t_last = -np.log(1 - eps / 2) / k_min
for t in np.geomspace(t_first, t_last, 50):
    assert abs(L * slope_numeric(t) - 1) <= eps
edge_early = L * slope_numeric(1 / k_max)
edge_late = L * slope_numeric(1 / k_min)
assert edge_early < 1 - eps and edge_late < 1 - eps


# Largest normalized slope for a distribution of reduced width r
def peak_formula(r):
    return np.exp(-r / np.expm1(r)) * (1 - np.exp(-r))


def peak_numeric(r):
    """Return the largest r*dF/d(ln t) and the time where it occurs."""
    high = e_min + r * kt
    found = minimize_scalar(
        lambda s: -r * slope_numeric(np.exp(s), low=e_min, high=high),
        bounds=(-np.log(k_max) - 3, -np.log(k_max) + r + 3),
        method="bounded", options={"xatol": 1e-7})
    return -found.fun, np.exp(found.x)


r_narrow = 2.0
r_needed = brentq(lambda r: peak_formula(r) - (1 - eps), 1.0, 15.0)
for r in (r_narrow, r_needed):
    peak, t_peak = peak_numeric(r)
    assert abs(peak - peak_formula(r)) < 1e-5
    assert abs(t_peak * k_max * (1 - np.exp(-r)) / r - 1) < 1e-2
peak_narrow = peak_numeric(r_narrow)[0]


# Sampling kernel x*exp(-x), x = k(E)*t: area, mean and standard deviation
def sampled_barrier(t):
    return kt * (np.log(nu * t) + GAMMA)


def kernel(energy, t):
    x = nu * t * np.exp(-energy / kt)
    return x * np.exp(-x)


t_ref = 600.0
center = kt * np.log(nu * t_ref)
limits = (center - 6 * kt, center + 40 * kt)
area = quad(lambda u: kernel(u, t_ref), *limits, limit=200)[0]
mean = quad(lambda u: u * kernel(u, t_ref), *limits, limit=200)[0] / area
variance = quad(lambda u: (u - mean)**2 * kernel(u, t_ref),
                *limits, limit=200)[0] / area
spread = np.sqrt(variance)
assert abs(area / kt - 1) < 1e-6
assert abs(mean - sampled_barrier(t_ref)) < 1e-6
assert abs(spread / (np.pi * kt / np.sqrt(6)) - 1) < 1e-5


# A linearly rising barrier density does not give a constant slope
def rising(energy):
    return 2 * (energy - e_min) / width**2


rising_slopes = [slope_numeric(t, density=rising) for t in times]
for t, value in zip(times, rising_slopes):
    assert abs(value / (kt * rising(sampled_barrier(t))) - 1) < 1e-3
assert rising_slopes[-1] / rising_slopes[0] > 1.5

# Equivalent time at the lower temperature for separate fresh surfaces
loss_hot = loss_average(t_ref, temperature=temp_hot)
t_equal = np.exp(brentq(lambda s: loss_average(np.exp(s)) - loss_hot,
                        np.log(1.0), np.log(1.0e7)))
factor = np.exp((temp_hot / temp - 1) * (np.log(nu * t_ref) + GAMMA))
assert abs(t_equal / t_ref / factor - 1) < 1e-3
decade = np.log(10) * slope_numeric(t_ref)
decade_hot = np.log(10) * slope_numeric(t_ref, temperature=temp_hot)
assert abs(decade_hot / decade - temp_hot / temp) < 1e-3

print(f"Lowest barrier: {e_min:.2f} eV")
print(f"Highest barrier: {e_max:.2f} eV")
print(f"Prefactor: {nu:.1e} s^-1")
print(f"Temperature: {temp:.0f} K")
print(f"Initial hydroxyl density: {oh_initial:.2f} nm^-2")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Reduced width L: {L:.3f} (dimensionless)")
print(f"Fastest rate k_max: {k_max:.4g} s^-1")
print(f"Slowest rate k_min: {k_min:.4g} s^-1")
print(f"Early cutoff 1/k_max: {1 / k_max:.4g} s")
print(f"Late cutoff 1/k_min: {1 / k_min:.4g} s")
print(f"5% slope window, start: {t_first:.4g} s")
print(f"5% slope window, end: {t_last:.4g} s")
print(f"5% slope window, length: {np.log10(t_last / t_first):.2f} decades")
print(f"Loss per decade at 600 s: {decade:.5f} (fraction)")
print(f"Loss per decade at 600 s: {decade * oh_initial:.4f} OH nm^-2")
for t in times:
    f = loss_average(t)
    print(f"t = {t:.0f} s: exact loss {f:.5f}, log law {loss_log(t):.5f}, "
          f"remaining {oh_initial * (1 - f):.3f} OH nm^-2")
for name, t in (("early", 1 / k_max), ("late", 1 / k_min)):
    print(f"At {name} cutoff: exact loss {loss_average(t):.5f}, "
          f"log law {loss_log(t):.5f} (fractions)")
print(f"L*dF/dln(t) at early cutoff: {edge_early:.4f} (dimensionless)")
print(f"L*dF/dln(t) at late cutoff: {edge_late:.4f} (dimensionless)")
print(f"Smallest L for peak slope 0.95/L: {r_needed:.3f} (dimensionless)")
print(f"Same smallest width at 700 K: {r_needed * kt:.4f} eV")
print(f"Peak L*dF/dln(t) for L = {r_narrow:.0f}: {peak_narrow:.4f}")
print(f"Mean sampled barrier at 600 s: {mean:.4f} eV")
print(f"Spread of sampled barriers: {spread:.4f} eV")
for t, value in zip(times, rising_slopes):
    print(f"Rising density, t = {t:.0f} s: dF/dln(t) = {value:.5f}")
print(f"Uniform density, t = 600 s: dF/dln(t) = {slope_numeric(t_ref):.5f}")
print(f"Higher temperature: {temp_hot:.0f} K")
print(f"Loss after 600 s at 750 K: {loss_hot:.5f} (fraction)")
print(f"Loss per decade at 750 K: {decade_hot:.5f} (fraction)")
print(f"Equivalent time at 700 K: {t_equal:.1f} s")
print(f"Equivalent time factor, formula: {factor:.3f} (dimensionless)")
print("all assertions hold")
```

Running it gives:

```
Lowest barrier: 1.50 eV
Highest barrier: 3.00 eV
Prefactor: 1.0e+13 s^-1
Temperature: 700 K
Initial hydroxyl density: 5.00 nm^-2
Thermal energy kT: 0.06032 eV
Reduced width L: 24.867 (dimensionless)
Fastest rate k_max: 158.7 s^-1
Slowest rate k_min: 2.517e-09 s^-1
Early cutoff 1/k_max: 0.006303 s
Late cutoff 1/k_min: 3.972e+08 s
5% slope window, start: 0.02325 s
5% slope window, end: 1.006e+07 s
5% slope window, length: 8.64 decades
Loss per decade at 600 s: 0.09260 (fraction)
Loss per decade at 600 s: 0.4630 OH nm^-2
t = 60 s: exact loss 0.39162, log law 0.39162, remaining 3.042 OH nm^-2
t = 600 s: exact loss 0.48422, log law 0.48422, remaining 2.579 OH nm^-2
t = 6000 s: exact loss 0.57681, log law 0.57681, remaining 2.116 OH nm^-2
t = 60000 s: exact loss 0.66940, log law 0.66941, remaining 1.653 OH nm^-2
At early cutoff: exact loss 0.03203, log law 0.02321 (fractions)
At late cutoff: exact loss 0.99118, log law 1.02321 (fractions)
L*dF/dln(t) at early cutoff: 0.6321 (dimensionless)
L*dF/dln(t) at late cutoff: 0.3679 (dimensionless)
Smallest L for peak slope 0.95/L: 4.723 (dimensionless)
Same smallest width at 700 K: 0.2849 eV
Peak L*dF/dln(t) for L = 2: 0.6323
Mean sampled barrier at 600 s: 2.2263 eV
Spread of sampled barriers: 0.0774 eV
Rising density, t = 60 s: dF/dln(t) = 0.03150
Rising density, t = 600 s: dF/dln(t) = 0.03894
Rising density, t = 6000 s: dF/dln(t) = 0.04639
Rising density, t = 60000 s: dF/dln(t) = 0.05383
Uniform density, t = 600 s: dF/dln(t) = 0.04021
Higher temperature: 750 K
Loss after 600 s at 750 K: 0.59023 (fraction)
Loss per decade at 750 K: 0.09921 (fraction)
Equivalent time at 700 K: 8376.4 s
Equivalent time factor, formula: 13.961 (dimensionless)
all assertions hold
```
